\section*{Wilson and Kadowaki–Woods ratios for ions with $N$ degenerate levels, part 1}

(Sections cited here and not found follow in the later parts.)

\section{An isolated ion with one electron}

Take an ion with $N=2J+1$ levels $\varepsilon_m$, labelled by a flavour index $m=1,\dots,N$, and suppose that the Coulomb repulsion keeps exactly one electron on it. Units are Hartree atomic units with $\hbar=e=k_B=1$. At temperature $T=1/\beta$ the occupations are $n_m=e^{-\beta\varepsilon_m}/Z$ with $Z=\sum_m e^{-\beta\varepsilon_m}$. Define the flavour susceptibilities $\chi_{mm'}=-\partial n_m/\partial\varepsilon_{m'}$. Since $\partial\ln Z/\partial\varepsilon_{m'}=-\beta n_{m'}$,
\begin{equation}
\chi_{mm'}=\beta n_m(\delta_{mm'}-n_{m'}),\qquad
\chi_{11}=\frac{\beta}{N}\Big(1-\frac1N\Big),\qquad \chi_{12}=-\frac{\beta}{N^2},
\end{equation}
where the last two forms hold for degenerate levels, $n_m=1/N$. Here and below $\chi_{11}$ is any diagonal element and $\chi_{12}$ any off-diagonal one. The ratio is $\chi_{12}/\chi_{11}=-1/(N-1)$, and its origin is visible: lowering level 1 draws charge into it, the total charge cannot change, and the other $N-1$ levels share the loss equally.

Let level $m$ carry the moment $g\mu_B M_m$ with $M_m=-J,\dots,J$, so that a field $B$ shifts it by $-g\mu_B M_m B$. The magnetization is $g\mu_B\sum_m M_m n_m$ and $\delta n_m=\sum_{m'}\chi_{mm'}\,g\mu_B M_{m'}B$. Write $\chi_{mm'}=(\chi_{11}-\chi_{12})\delta_{mm'}+\chi_{12}$. The constant term drops out because $\sum_m M_m=0$. With $\sum_m M_m^2=N(N^2-1)/12$ and $J(J+1)=(N^2-1)/4$ the sum of squares is $NJ(J+1)/3$, so
\begin{equation}
\chi=(g\mu_B)^2\,\frac{NJ(J+1)}{3}\,(\chi_{11}-\chi_{12}).
\label{eq:chimag}
\end{equation}
For the ion $\chi_{11}-\chi_{12}=\beta/N$, which is the Curie law $(g\mu_B)^2J(J+1)/3T$. A uniform shift of all levels defines the charge susceptibility,
\begin{equation}
\chi_c=\sum_{mm'}\chi_{mm'}=N\,[\chi_{11}+(N-1)\chi_{12}],
\label{eq:chic}
\end{equation}
which vanishes for the ion. Equations (\ref{eq:chimag}) and (\ref{eq:chic}) use only the permutation symmetry of the flavours and hold for any system that has it. Whenever $\chi_c=0$,
\begin{equation}
\frac{\chi_{11}-\chi_{12}}{\chi_{11}}=1+\frac{1}{N-1}=\frac{N}{N-1}.
\end{equation}
The isolated ion has no linear specific heat, so this number is not yet a Wilson ratio. It becomes one for an impurity in a flat bath with a Fermi-liquid ground state, where the specific heat coefficient is tied to $\chi_{11}$ alone and the quasiparticle scattering rate to $\chi_{12}$ alone.

\section{The impurity model and the statement}

Couple each level to its own conduction bath:
\begin{equation}
H=\sum_{m}\varepsilon_m n_m+U\sum_{m<m'}n_mn_{m'}+\sum_{km}\epsilon_k c^\dagger_{km}c_{km}+\sum_{km}V_k\big(d^\dagger_mc_{km}+\mathrm{h.c.}\big),
\end{equation}
with $n_m=d^\dagger_md_m$ and energies measured from the Fermi level. For $\varepsilon_m=\varepsilon$ the model is SU($N$) symmetric, and for any $\varepsilon_m$ the particle number of each flavour is conserved. The bath enters through $\Delta(\omega)=\sum_k V_k^2/(\omega-\epsilon_k+i0)$. The bath is first taken flat and infinitely wide, $\Delta(\omega)=-i\Delta$. The retarded level Green function is $G_m(\omega)=[\omega-\varepsilon_m-\Sigma_m(\omega)+i\Delta]^{-1}$. At $T=0$ in a Fermi liquid $\mathrm{Im}\,\Sigma$ vanishes as $\omega^2$, and one defines
\begin{equation}
E_m=\varepsilon_m+\Sigma_m(0),\quad \frac1z=1-\frac{\partial\Sigma}{\partial\omega}\Big|_0,\quad
\rho=\frac{\Delta/\pi}{E^2+\Delta^2},\quad \tilde\rho=\frac{\rho}{z}.
\end{equation}
Here $\rho=-\mathrm{Im}\,G(0)/\pi$ is the spectral density of the bare level per flavour at the Fermi energy.

Two properties of the flat bath are used. First, the impurity displaces no conduction charge. The conduction Green function is $g_k+g_k^2V_k^2G$ with $g_k=1/(\omega-\epsilon_k+i0)$, and the second term summed over $k$ is $G\sum_kV_k^2g_k^2=-G\,\partial_\omega\Delta(\omega)=0$. The total displaced charge of flavour $m$ is therefore $n_m$. Second, raising the chemical potential of flavour $m$ is the same as lowering $\varepsilon_m$ and all $\epsilon_{km}$ together, and the shift of a flat bath leaves $\Delta(\omega)$ unchanged, so $\partial/\partial\mu_m=-\partial/\partial\varepsilon_m$ for impurity quantities. It follows that the $g$ factor of the bath does not affect the impurity susceptibility in this model.

Let $\gamma T$ be the impurity specific heat, $\chi$ the impurity susceptibility at $T\to0$, and $\mathrm{Im}\,\Sigma=-b\,(\omega^2+\pi^2T^2)$ at leading order. The Wilson ratio is $R=\pi^2\chi/[(g\mu_B)^2J(J+1)\gamma]$. The result is
\begin{equation}
\gamma=\frac{\pi^2}{3}N\tilde\rho,\qquad R=1+\frac{\kappa}{N-1},\qquad
b=\frac{\pi\kappa^2}{2(N-1)}\frac{\tilde\rho^{\,2}}{\rho},\qquad
\kappa=1-\frac{\chi_c}{N\tilde\rho}.
\label{eq:result}
\end{equation}
The value $R=N/(N-1)$ requires $\kappa=1$, that is $\chi_c\ll N\tilde\rho$. The ground-state energy is a concave function of $\varepsilon$, because its second-order change under a perturbation is never positive. Since $\sum_mn_m=\partial E_0/\partial\varepsilon$, this gives $\chi_c\ge0$, so $\kappa\le1$ and $N/(N-1)$ is an upper bound on $R$ in the flat-bath model, reached when the charge is frozen.

The condition for freezing can be estimated for a singly occupied ion, $-U<\varepsilon<0$, with $|\varepsilon|$ and $\varepsilon+U$ large against $\Delta$ and small against the bandwidth $D$. Second-order perturbation theory in $V_k$ contains one channel to the empty ion and $N-1$ channels to the doubly occupied one. Each gives $-(\Delta/\pi)\int_0^D d\epsilon/(\epsilon+x)\simeq(\Delta/\pi)\ln(x/D)$, with $x=|\varepsilon|$ or $x=\varepsilon+U$. Differentiating with respect to $\varepsilon$,
\begin{equation}
\sum_m n_m\simeq1-\frac{\Delta}{\pi|\varepsilon|}+\frac{(N-1)\Delta}{\pi(\varepsilon+U)},\qquad
\chi_c\simeq\frac{\Delta}{\pi}\Big[\frac1{\varepsilon^2}+\frac{N-1}{(\varepsilon+U)^2}\Big].
\label{eq:chargeest}
\end{equation}
This is set by atomic energies, whereas $\tilde\rho$ is of order $1/(z\Delta)$, the inverse Kondo scale. With $n_m\simeq1/N$ the Friedel sum rule derived below gives $\rho=\sin^2(\pi/N)/\pi\Delta$, so $\chi_c/(N\tilde\rho)\simeq z\Delta^2[\varepsilon^{-2}+(N-1)(\varepsilon+U)^{-2}]/[N\sin^2(\pi/N)]$. Since $z\le1$, this is small and $\kappa\to1$ when $|\varepsilon|$ and $\varepsilon+U$ are of comparable size and both large against $N\Delta$, which is the Kondo regime; a large $U$ alone does not suffice. If $\varepsilon+U\gg|\varepsilon|$, the hybridization also shifts the level by an amount of order $[(N-1)\Delta/\pi]\ln[(\varepsilon+U)/|\varepsilon|]$, and $|\varepsilon|$ must exceed this shift by several $N\Delta/\pi$; it need not be many times the shift. In the mixed-valence regime, where these conditions fail, $\chi_c$ is not negligible against $N\tilde\rho$ and $\kappa<1$. The symmetry itself needs a crystal-field splitting within the $N$ levels that is small against $z\sqrt{E^2+\Delta^2}\sim1/(N\tilde\rho)$, and, for more than one electron or hole on the ion, a negligible Hund coupling.

\section{First derivation: phase shifts in a box}

\subsection{Levels and the phase-shift expansion}

Enclose the bath in a large sphere of radius $L$. Only one radial channel per flavour couples to the ion. A standing wave $\sin(kr+\delta)$ must vanish at the wall, $kL+\delta=j\pi$ with integer $j$. Near the Fermi level the free spectrum has a density $\nu\propto L$ per flavour, so the condition reads
\begin{equation}
\nu\,\omega_j+\frac{\delta_m(\omega_j)}{\pi}=j .
\label{eq:box}
\end{equation}
The first assumption is that the low-lying many-body states are labelled by occupations of such quasiparticle levels. The second is that the phase shift is an analytic function of the quasiparticle energy and of the numbers $\delta N_{m'}$ of quasiparticles added to the ground state. To first order,
\begin{equation}
\delta_m=\delta_0+\alpha\,\omega-\phi\sum_{m'\neq m}\frac{\delta N_{m'}}{\nu}.
\label{eq:noz}
\end{equation}
The factor $1/\nu$ makes $\phi$ independent of $L$: $\delta N/\nu$ is an energy. No term with $m'=m$ appears. The interaction is induced at the ion, so at lowest order in the energies it is a contact interaction $\psi^\dagger_m\psi^\dagger_{m'}\psi_{m'}\psi_m$ at the origin, and for $m=m'$ this operator is zero because $\psi_m^2=0$. A same-flavour term needs derivatives and is of higher order in the energies.

\subsection{Specific heat and susceptibilities}

Differentiating (\ref{eq:box}) at fixed $\delta N$, the density of levels is $dj/d\omega=\nu+\alpha/\pi$, so the impurity adds $\alpha/\pi$ per flavour. A smooth density of states $\mathcal D$ has entropy $S=\mathcal D\,T\int dx\,[-f\ln f-(1-f)\ln(1-f)]=(\pi^2/3)\mathcal D\,T$, with $f=1/(e^x+1)$. The $\phi$ term does not contribute at this order: with a constant $\nu$, thermal excitation at fixed chemical potential creates as many holes as particles and $\delta N/\nu$ vanishes as $L\to\infty$. Hence
\begin{equation}
\gamma=\frac{\pi^2}{3}N\frac{\alpha}{\pi}.
\end{equation}
The constant $\alpha$ is related to the Green function by locating the poles of $G$ in the box. For the infinite flat bath $-G^{-1}(\omega)^*\simeq E-\omega/z+i\Delta$, and the scattering phase is its argument, $\cot\delta=(E-\omega/z)/\Delta$. Then $-\delta'/\sin^2\delta=-1/(z\Delta)$ and $\sin^2\delta=\Delta^2/(E^2+\Delta^2)$ give $\alpha=\Delta/[z(E^2+\Delta^2)]=\pi\tilde\rho$.

Now give each flavour the chemical potential $\mu_m$. By (\ref{eq:box}) the number of levels below $\mu_m$ is $\nu\mu_m+\delta_m(\mu_m)/\pi$. The second term is the charge displaced by the impurity, equal to $n_m$ for a flat bath. This is the Friedel sum rule, $n_m=\delta_m/\pi$. In (\ref{eq:noz}) one has $\delta N_{m'}/\nu=\mu_{m'}$ up to a term of order $1/\nu$. Therefore $\pi\,\delta n_m=\alpha\mu_m-\phi\sum_{m'\ne m}\mu_{m'}$, and with $\partial/\partial\mu_m=-\partial/\partial\varepsilon_m$,
\begin{equation}
\chi_{11}=\frac{\alpha}{\pi}=\tilde\rho,\qquad \chi_{12}=-\frac{\phi}{\pi}.
\end{equation}
The same constant $\alpha$ fixes $\gamma$ and $\chi_{11}$. Inserting (\ref{eq:chimag}) in the definition of $R$,
\begin{equation}
R=\frac{\pi^2\,(N/3)(\chi_{11}-\chi_{12})}{(\pi^2/3)N\tilde\rho}=\frac{\chi_{11}-\chi_{12}}{\tilde\rho}=1+\frac{\phi}{\alpha}.
\end{equation}
From (\ref{eq:chic}), $\chi_c/(N\tilde\rho)=1-(N-1)\phi/\alpha$, so $\phi/\alpha=\kappa/(N-1)$, which is the second of equations (\ref{eq:result}). With frozen charge, $\phi=\alpha/(N-1)$: a common rise of all chemical potentials leaves the phase shift at the Fermi level unchanged, which means that the Kondo resonance moves with the Fermi level.

\subsection{Scattering rate}

By (\ref{eq:box}), a change of $\delta$ shifts a level by $-\delta/(\pi\nu)$. One added quasiparticle of another flavour changes $\delta_m$ by $-\phi/\nu$ and raises the level by
\begin{equation}
\mathcal M=\frac{\phi}{\pi\nu^2}.
\end{equation}
This is the diagonal matrix element of the contact interaction. All levels near the Fermi energy have the same amplitude at the origin at leading order, so the element for scattering $(m,\omega)+(m',\epsilon_3)\to(m,\epsilon_1)+(m',\epsilon_2)$ has the same modulus. The golden rule, with $N-1$ choices of the partner flavour and both the decay of a particle and the refilling of a hole counted, gives the total width
\begin{align}
\frac1\tau&=2\pi(N-1)\mathcal M^2\nu^3\,I(\omega,T),\\
I&=\int d\epsilon_1d\epsilon_2\,\big[(1-f_1)(1-f_2)f_3+f_1f_2(1-f_3)\big],\qquad \epsilon_3=\epsilon_1+\epsilon_2-\omega .
\label{eq:I}
\end{align}
To evaluate $I$ set $T=1$. Since $f/(1-f)=e^{-\epsilon}$, the second term is the first times $e^{-\epsilon_1-\epsilon_2+\epsilon_3}=e^{-\omega}$. Put $x=\epsilon_1-\omega$, so $\epsilon_3=\epsilon_2+x$. Over a common denominator, $f(\epsilon)-f(\epsilon+x)=(e^x-1)[1-f(\epsilon)]f(\epsilon+x)$, and $\int d\epsilon\,[f(\epsilon)-f(\epsilon+x)]=x$. The $\epsilon_2$ integral is thus $x\,n_B(x)$ with $n_B=1/(e^x-1)$. Again over a common denominator, $n_B(x)+f(x+\omega)=(1+e^{-\omega})\,n_B(x)[1-f(x+\omega)]$. Hence $I=\int dx\,x\,[n_B(x)+f(x+\omega)]$. Add and subtract $\theta(-x)$. Because $n_B(-x)=-1-n_B(x)$, the Bose part is $\int x\,[n_B+\theta(-x)]dx=2\int_0^\infty x\,n_B\,dx=\pi^2/3$. In the Fermi part put $y=x+\omega$:
\begin{align}
\int dx\,x\,[f(x+\omega)-\theta(-x)]&=\int dy\,(y-\omega)[f(y)-\theta(-y)]-\int_0^\omega dy\,(y-\omega)\nonumber\\
&=\frac{\pi^2}{6}+\frac{\omega^2}{2},
\end{align}
where $f-\theta(-y)$ is odd in $y$ and $2\int_0^\infty yf\,dy=\pi^2/6$. The sum, with $T$ restored, is
\begin{equation}
I=\tfrac12(\omega^2+\pi^2T^2).
\label{eq:Ival}
\end{equation}
Direct two-dimensional quadrature of (\ref{eq:I}) gives $4.934802$, $6.934802$ and $17.434802$ in units of $T^2$ at $\omega/T=0,2,5$, equal to (\ref{eq:Ival}) in all printed digits.

The width is converted to a self-energy through the poles of $G$ in the box. A pole at $\omega_j$ has residue $w_j=[\partial_\omega G^{-1}]^{-1}$, and the smoothed spectral density is $\nu w_j=\rho$. Adding $i\,\mathrm{Im}\,\Sigma$ to the self-energy moves the pole by $iw_j\,\mathrm{Im}\,\Sigma$, so the half-width is $1/2\tau=(\rho/\nu)|\mathrm{Im}\,\Sigma|$. Then
\begin{equation}
|\mathrm{Im}\,\Sigma|=\frac{\nu}{\rho}\,\pi(N-1)\frac{\phi^2}{\pi^2\nu^4}\,\nu^3\,\frac{\omega^2+\pi^2T^2}{2}
\quad\Rightarrow\quad b=\frac{(N-1)\phi^2}{2\pi\rho}.
\end{equation}
The box size has cancelled. With $\phi=\kappa\pi\tilde\rho/(N-1)$ this is the third of equations (\ref{eq:result}). The $N-1$ partners each scatter with an amplitude proportional to $1/(N-1)$, so the rate falls as $1/(N-1)$ at fixed $\kappa$, $\tilde\rho$ and $\rho$.

It is convenient to express $\phi$ by an interaction $\tilde U$ on a renormalized level. Multiplying $G^{-1}$ by $z$ gives a resonant level at $zE$ with width $z\Delta$ and density of states $\tilde\rho$, on which a box level has weight $\psi^2=\tilde\rho/\nu$. An interaction $\tilde U$ between different flavours on this level gives $\mathcal M=\tilde U\psi^4$, so $\phi=\pi\tilde U\tilde\rho^{\,2}$, $R=1+\tilde U\tilde\rho$ and $\kappa=(N-1)\tilde U\tilde\rho$.

\section{Second derivation: Ward identities}

\subsection{The functional and its symmetry}

On the imaginary axis at $T=0$,
\begin{equation}
G_m^{-1}(i\omega)=i\omega-\varepsilon_m-\Sigma_m(i\omega)+i\Delta\,\mathrm{sgn}\,\omega .
\end{equation}
The Luttinger--Ward functional $\Phi[G]$ is the sum of closed skeleton diagrams built from $U$ and the full $G$, normalized so that $\delta\Phi=\sum_m\int(d\omega/2\pi)\,\Sigma_m\,\delta G_m$. The assumption of this derivation is that the expansion in $U$ describes the ground state, and that $\Sigma$, its first derivative and the four-point vertex are continuous at zero frequency. $G$ itself jumps:
\begin{equation}
G(i0^+)-G(i0^-)=\frac{1}{-E+i\Delta}-\frac{1}{-E-i\Delta}=\frac{-2i\Delta}{E^2+\Delta^2}=-2\pi i\rho .
\label{eq:jump}
\end{equation}
At every interaction vertex $Un_mn_{m'}$ one line of each flavour enters and one leaves. If the frequency argument of all lines of flavour $m'$ is shifted by $s$, a change of integration variables on the $m'$ loops restores the original integrand, and frequency conservation at the vertices is undisturbed. So $\Phi$ is invariant under $G_{m'}(i\omega)\to G_{m'}(i\omega+is)$, and the self-energy functional evaluated on the shifted functions is $\Sigma_m(i\omega+is\,\delta_{mm'})$.

\subsection{Friedel sum rule}

Invariance of $\Phi$ gives $\int d\omega\,\Sigma_m\,\partial_\omega G_m=0$, where the derivative includes the jump. Integrating by parts, with $\Sigma$ continuous and $\Sigma G\to0$ at infinity, gives $\int d\omega\,G_m\,\partial_\omega\Sigma_m=0$. For $\omega\neq0$, $\partial_\omega\ln G^{-1}=G\,(i-\partial_\omega\Sigma)$, so $G=-i\,\partial_\omega\ln G^{-1}-iG\,\partial_\omega\Sigma$. The occupation is $n=\int(d\omega/2\pi)e^{i\omega0^+}G$. The $1/i\omega$ tail with the convergence factor contributes $1/2$, and $G(-i\omega)=G(i\omega)^*$ folds the rest onto $\omega>0$:
\begin{equation}
n=\frac12+\frac1\pi\,\mathrm{Im}\ln G^{-1}\Big|_{0^+}^{\infty}
=\frac12+\frac1\pi\Big[\frac\pi2-\arg(-E+i\Delta)\Big].
\label{eq:friedel}
\end{equation}
The branch is unambiguous, because $\mathrm{Im}\,\Sigma(i\omega)\le0$ for $\omega>0$ by its spectral representation and $G^{-1}$ stays in the upper half plane. With $\delta=\arg(E+i\Delta)$ one has $\arg(-E+i\Delta)=\pi-\delta$ and $n_m=\delta_m/\pi$, $\cot\delta_m=E_m/\Delta$. Differentiating, $\partial\delta/\partial E=-\Delta/(E^2+\Delta^2)=-\pi\rho$, so
\begin{equation}
\chi_{mm'}=\rho\,\tilde\chi_{mm'},\qquad \tilde\chi_{mm'}=\frac{\partial E_m}{\partial\varepsilon_{m'}}=\delta_{mm'}+\frac{\partial\Sigma_m(0)}{\partial\varepsilon_{m'}} .
\label{eq:chitilde}
\end{equation}

The phase-shift derivation has given all of (\ref{eq:result}) for the flat-bath impurity, and the second derivation has so far reached the Friedel sum rule and (\ref{eq:chitilde}). It remains to complete that derivation with the Ward identity and to carry the self-energy over to the lattice and the Kadowaki--Woods ratio.

All numerical values are calculated from the stated model.
